\section*{Memory for Ultrasoft Projectors and Augmentation Functions in a 200-Atom Oxide}

\section*{Question}

A plane-wave calculation with ultrasoft pseudopotentials uses the projectors $\beta_i(\mathbf k+\mathbf G)$ of every atom and the augmentation functions $Q_{ij}(\mathbf G)$ of every species. How much memory do these arrays take in a transition-metal oxide cell of 200 atoms, how does the amount grow with the cell, and which of them have to be recomputed when needed?

\section*{What is stored, and for which model}

The projectors enter the Hamiltonian and the overlap operator,
\begin{align}
H&=-\nabla^2+V_{\rm eff}+\sum_a\sum_{ij}D^a_{ij}|\beta^a_i\rangle\langle\beta^a_j|,\\
S&=1+\sum_a\sum_{ij}q_{ij}|\beta^a_i\rangle\langle\beta^a_j|,\qquad q_{ij}=\int Q_{ij}(\mathbf r)\,d^3r .
\end{align}
Rydberg units are used: lengths are in bohr, and a plane wave of wave vector $\mathbf q$ has kinetic energy $|\mathbf q|^2$ in Ry. The pseudopotentials are scalar-relativistic, so the projectors do not depend on spin. The angular functions are real harmonics, and $Q_{ij}(\mathbf r)$ is real and symmetric in $ij$.

The example is a rock-salt model oxide with cubic lattice parameter 8 bohr. A primitive cell has volume $8^3/4=128$ bohr$^3$ and holds one metal and one oxygen atom. Repeating it $5\times5\times4$ times gives 100 atoms of each kind and $V=12800$ bohr$^3$. The wave-function cutoff is $E_w=40$ Ry and the density cutoff $E_\rho=400$ Ry. The metal has two projectors in each of the $s$, $p$ and $d$ channels, as is suitable when semicore states are kept; oxygen has two in each of $s$ and $p$. All these are round model values.

\section*{Counting plane waves, projectors and pairs}

Reciprocal-lattice vectors have density $V/(2\pi)^3$. A sphere of radius $\sqrt E$ therefore contains about
\begin{equation}
N(E)=\frac{V}{(2\pi)^3}\,\frac{4\pi}{3}E^{3/2}=\frac{V E^{3/2}}{6\pi^2}
\end{equation}
of them. For the wave functions this gives $N_{pw}=54683$; explicit enumeration at the eight k-points used here gives 54650 to 54723. For the density it gives $N_G=1729215$, against 1729119 counted. The differences come from the lattice points near the surface of the sphere. The memory figures below use the counted values, with the largest $N_{pw}$.

A channel of angular momentum $l$ has $2l+1$ projectors. Hence
\begin{equation}
n_{\rm M}=2(1+3+5)=18,\qquad n_{\rm O}=2(1+3)=8,
\end{equation}
and the cell has $100\times18+100\times8=2600$ projectors. Since $Q_{ij}=Q_{ji}$, storing one function per pair takes $n_s(n_s+1)/2$ functions for a species with $n_s$ projectors: 171 for the metal and 36 for oxygen, together $P=207$. This plain format is used below; not all of these functions are linearly independent (see the radial tables).

A double-precision complex number occupies 16 bytes. With $1\,\mathrm{GB}=10^9$ bytes,
\begin{align}
M_\beta&=16\,N_{pw}\sum_a n_a=16\times54723\times2600=2.28\ \mathrm{GB},\\
M_Q&=16\,N_G\,P=16\times1729119\times207=5.73\ \mathrm{GB}.
\end{align}
In binary units these are 2.12 and 5.33 GiB. The first figure is for one k-point; all eight would take 18.2 GB. The second serves every k-point, because $\mathbf k$ does not enter $Q_{ij}(\mathbf G)$. For comparison, one set of 1200 wave functions at one k-point takes 1.05 GB, less than the projectors, in the ratio $1200/2600$.

\section*{How the memory scales}

Let the cell grow at fixed composition and fixed volume $v$ per atom, and let $\bar n=13$ be the mean number of projectors per atom. With $V=vN_{\rm at}$,
\begin{align}
M_\beta&=\frac{16\,v\,\bar n}{6\pi^2}E_w^{3/2}N_{\rm at}^2,\\
M_Q&=\frac{16\,v\,P}{6\pi^2}E_\rho^{3/2}N_{\rm at}.
\end{align}
The projector array is quadratic because a larger cell has both more plane waves and more atoms. The augmentation array is linear because the number of species stays fixed. These laws, and the conclusions drawn below, refer to storage in reciprocal space. Projectors and augmentation functions can instead be kept on the real-space grid points inside a sphere around each atom; both arrays then grow linearly with the cell (for a radius of 2 bohr roughly 0.13 GB for $\beta$ and 2 GB for $Q$ here), at the price of grid-sampling errors that need their own control. Their ratio,
\begin{equation}
\frac{M_Q}{M_\beta}=\frac{P}{\bar n N_{\rm at}}\left(\frac{E_\rho}{E_w}\right)^{3/2},
\label{ratio}
\end{equation}
is 2.5 here and falls to one at
\begin{equation}
N_\times=\frac{P}{\bar n}\left(\frac{E_\rho}{E_w}\right)^{3/2}=\frac{207}{13}\times10^{3/2}\approx504 .
\end{equation}
Enumeration in a cell of 504 atoms gives $M_\beta/M_Q=1.002$. With both arrays stored as complex numbers on the full sphere, $Q$ is the larger one below this size and $\beta$ at a single k-point above it. The compact storage of $Q$ derived below lowers the crossover by a factor of four.

The crossover depends strongly on the density cutoff. The product of two wave functions contains wave vectors up to $2\sqrt{E_w}$, so $4E_w=160$ Ry is enough for the smooth part of the density. If the augmentation functions were smooth enough for that cutoff too, $M_Q$ would shrink by $(160/400)^{3/2}=0.25$ to about 1.4 GB, and the projectors would already dominate at 200 atoms. The value of 400 Ry is an assumption that stands for hard augmentation functions; the smooth model radial functions used in the tests below are already converged at 160 Ry, and for a real pseudopotential the cutoff needs its own convergence test.

Another limit is a calculation at $\mathbf k=0$ alone. The orbitals can then be chosen real, so that their coefficients at $-\mathbf G$ are the conjugates of those at $\mathbf G$. The same holds for the real functions $\beta_i(\mathbf r)$. Half the sphere suffices, and $M_\beta$ falls to about 1.14 GB.

\section*{Why projectors can be rebuilt cheaply}

Write a projector centred at the origin as $\beta_i(\mathbf r)=b_i(r)Y_{lm}(\hat{\mathbf r})$. Its overlap with the normalized plane wave of wave vector $\mathbf q=\mathbf k+\mathbf G$, for an atom at $\boldsymbol\tau_a$, is
\begin{align}
\beta^a_i(\mathbf q)
&=\frac1{\sqrt V}\int e^{-i\mathbf q\cdot\mathbf r}\beta_i(\mathbf r-\boldsymbol\tau_a)\,d^3r\nonumber\\
&=\frac{e^{-i\mathbf q\cdot\boldsymbol\tau_a}}{\sqrt V}\int e^{-i\mathbf q\cdot\mathbf s}\beta_i(\mathbf s)\,d^3s,
\end{align}
where $\mathbf r=\boldsymbol\tau_a+\mathbf s$. The expansion
\begin{equation}
e^{-i\mathbf q\cdot\mathbf s}=4\pi\sum_{lm}(-i)^l j_l(qs)\,Y_{lm}(\hat{\mathbf q})Y_{lm}(\hat{\mathbf s})
\label{plane}
\end{equation}
and the orthonormality of the harmonics leave one term:
\begin{equation}
\beta^a_i(\mathbf q)=e^{-i\mathbf q\cdot\boldsymbol\tau_a}(-i)^l\,
\frac{4\pi}{\sqrt V}Y_{lm}(\hat{\mathbf q})\int_0^\infty r^2 j_l(qr)\,b_i(r)\,dr .
\label{beta}
\end{equation}
Apart from the phase and the power of $-i$, this is a real number that depends on the species but not on the atom. The real arrays of both species hold $18+8=26$ rows and take $8\times26\times54723$ bytes, or 11.4 MB. The 2.28 GB consist of these rows multiplied by atomic phases.

The full matrix is kept because projecting all bands is then a single large matrix product. Each element of $\beta$ takes part in one complex multiply-add per band, so one multiplication by a phase is little work beside 1200 of them. Timed on 2000 plane waves and 20 metal atoms, with the species rows already at hand, the rebuilding takes 2.8\,\% of the time of one projection. This is more than the operation count suggests; a plausible reason, not tested here, is that rebuilding is limited by memory traffic and by the evaluation of the exponentials.

\section*{Why one $Q$ per species is enough}

The augmentation function is expanded in harmonics,
\begin{equation}
Q_{ij}(\mathbf r)=\sum_{LM}c_{ij}^{LM}Q^L_{ij}(r)Y_{LM}(\hat{\mathbf r}),\qquad
c_{ij}^{LM}=\int Y_iY_jY_{LM}\,d\Omega .
\end{equation}
Inserting \eqref{plane} as before gives
\begin{equation}
Q_{ij}(\mathbf G)=4\pi\sum_{LM}(-i)^L c_{ij}^{LM}Y_{LM}(\hat{\mathbf G})
\int_0^\infty r^2j_L(Gr)\,Q^L_{ij}(r)\,dr .
\label{Q}
\end{equation}
The augmentation density is $\sum_a\sum_{ij}\rho^a_{ij}Q_{ij}(\mathbf r-\boldsymbol\tau_a)$. Because $Q_{ij}$ is symmetric, only the symmetric part of the occupations $\rho^a_{ij}$ contributes, and the terms $ij$ and $ji$ can be joined. Integrating over the cell with $e^{-i\mathbf G\cdot\mathbf r}$ gives
\begin{equation}
n_{\rm aug}(\mathbf G)=\sum_s\sum_{i\le j}Q^s_{ij}(\mathbf G)
\sum_{a\in s}(2-\delta_{ij})\rho^a_{ij}\,e^{-i\mathbf G\cdot\boldsymbol\tau_a}.
\label{naug}
\end{equation}
The atoms enter through the inner sum alone. Storing $Q$ with its phase for each atom would take 573 GB and add no information.

Equations \eqref{Q} and \eqref{naug} were tested with smooth model radial functions. The density of two metal atoms was summed in real space without any expansion in $L$, and its Fourier components agree with \eqref{naug} to $1.5\times10^{-11}$ of the largest one.

The other use of $Q$ within the self-consistency cycle is the screening of $D^a_{ij}$. With $V_{\rm eff}(\mathbf r)=\sum_{\mathbf G}V(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$,
\begin{equation}
\int V_{\rm eff}(\mathbf r)Q_{ij}(\mathbf r-\boldsymbol\tau_a)\,d^3r
=\sum_{\mathbf G}V(\mathbf G)\,e^{i\mathbf G\cdot\boldsymbol\tau_a}Q_{ij}(\mathbf G)^*,
\end{equation}
since $Q_{ij}(-\mathbf G)=Q_{ij}(\mathbf G)^*$ for a real function. Both uses treat one $\mathbf G$ at a time, so $Q$ can be generated for a block of vectors, used and discarded.

\paragraph{Compact storage.} Under inversion $Y_{lm}$ acquires the factor $(-1)^l$, so $c_{ij}^{LM}$ vanishes unless $l_i+l_j+L$ is even. Then $l_i+l_j-L=2p$ with integer $p$, and
\begin{equation}
(-i)^L=(-i)^{l_i+l_j}(-i)^{-2p}=(-1)^p(-i)^{l_i+l_j}.
\end{equation}
Every term of \eqref{Q} has the same factor $(-i)^{l_i+l_j}$ times a real number. Storing real numbers saves a factor of two, and storing half the sphere saves another. The array shrinks from 5.73 to 1.43 GB without loss.

\paragraph{Radial tables.} For two channels $l$ and $l'$, $L$ runs from $|l-l'|$ to $l+l'$ in steps of two, which makes $\min(l,l')+1$ values. With two radial functions per $l$ there are three symmetric pairs within a channel type and four between different types. In the order $ss$, $sp$, $sd$, $pp$, $pd$, $dd$ the metal needs
\begin{equation}
3+4+4+3\times2+4\times2+3\times3=34
\end{equation}
tables, and oxygen $3+4+3\times2=13$. Each table combines with $2L+1$ harmonics, so the number of linearly independent functions is $3\times1+4\times3+4\times5+3\times6+4\times10+3\times15=138$ for the metal and $3+12+18=33$ for oxygen, 171 in all instead of 207. With the 10 projector tables and 2001 points each, at a spacing of 0.01 bohr$^{-1}$, they occupy 0.91 MB. For the model functions, spline interpolation is accurate to $1.9\times10^{-11}$ of the largest table value; for a real pseudopotential the spacing needs its own check.

\section*{Distribution over processes}

Let a pool of $p$ processes share the work for one k-point at a time. If whole columns of $\mathbf G$ vectors are dealt out to the least loaded process, both arrays divide almost evenly. For $p=16$ the largest load exceeds the mean by 0.02\,\% on the wave-function sphere of the k-point for which the columns were dealt out, by up to 0.7\,\% at the other k-points with the same distribution, and by 0.001\,\% on the density sphere. Each process then holds
\begin{equation}
\frac{M_\beta}{16}=0.142\ \mathrm{GB},\qquad \frac{M_Q}{16}=0.358\ \mathrm{GB}.
\end{equation}
In the layout assumed below, each pool treats the whole density sphere itself and so holds its own $Q$. This is a choice, not a necessity: the occupations $\rho^a_{ij}$ in \eqref{naug} can be summed over all k-points first and $D^a_{ij}$ does not depend on $\mathbf k$, so a single copy could be spread over all processes, $5.73/64=0.090$ GB each for 64 of them, at the price of distributing the density sphere differently from the wave functions. With 64 processes in four pools, the total for $Q$ is $4\times5.73=22.9$ GB, although the physical content is the same in each pool.

\section*{What has to be recomputed}

The word ``has'' acquires a meaning only with a memory limit. Suppose that each of the 64 processes may spend 0.25 GB on pseudopotential arrays. Streaming $Q$ in blocks of 2000 vectors needs a workspace of 12 MB, which also holds the harmonics and atomic phases. The choices are:
\begin{center}
\begin{tabular}{lcc}
Kept in memory & GB per process & Fits\\
$\beta$ for one k, full complex $Q$ & 0.501 & no\\
$\beta$ for both k of the pool, $Q$ streamed & 0.298 & no\\
$\beta$ for one k, $Q$ streamed & 0.156 & yes\\
$\beta$ in blocks of 10 atoms, $Q$ streamed & 0.024 & yes
\end{tabular}
\end{center}

With $Q$ in the plain complex format and one copy per pool, the third line is the choice: $\beta$ is refilled whenever the k-point changes, and $Q$ is recomputed. The compact format changes this verdict. It needs $1.43/16=0.090$ GB, provided the columns of $\mathbf G$ and $-\mathbf G$ are given to the same process; without such pairing a process working from its own data holds about 0.178 GB, and the total does not fit. With pairing, $\beta$ for one k-point and $Q$ together take about 0.232 GB. Adding the tables and the blocks of phases and inner sums from \eqref{naug}, about 0.01 GB, still leaves the total just below the limit. Then $\beta$ at the other k-point is the one quantity that must be rebuilt. With 207 stored functions the margin is so narrow that a cell larger by a few atoms removes it; keeping only the 171 independent functions lowers $Q$ to 0.074 GB per process and widens it.

A single pool of 64 processes also avoids recomputing $Q$. Even the plain arrays then take $(2.28+5.73)/64=0.125$ GB per process, at the price of spreading each Fourier transform over 64 processes instead of 16. The pool then treats all eight k-points in turn. Keeping $\beta$ for all of them would take $18.2/64=0.284$ GB per process, above the limit, so part of $\beta$ must still be rebuilt.

In the opposite direction, $\beta$ itself stops fitting when the pool is small. With $Q$ streamed, about 0.237 GB remains for it, which requires $p\ge2.276/0.237$, that is, at least 10 processes. Below that, $\beta$ is built in blocks of atoms. This works because $D^a_{ij}$ and $q_{ij}$ do not couple different atoms: a block can be projected on the bands, multiplied by its coefficients and expanded again before the next block is built.

The price of streaming $Q$ is moderate. Scaled from one block to the full density sphere, generating it takes 16.5 s (the program does not fix the number of threads used by the matrix product, so the comparison depends on that setting); a full projection at one k-point, scaled in the same way, takes 72.6 s. Each self-consistency step needs $Q$ twice, for the density and for $D^a_{ij}$. Applying $H$ and $S$ once needs one projection and two expansions, which have equal operation counts and are given equal times here. For the two k-points of a pool the ratio is
\begin{equation}
\frac{2\times16.5}{2\times3\times72.6}=7.6\,\% .
\end{equation}
An iterative eigensolver that applies $H$ and $S$ several times per step lowers this fraction accordingly. The times belong to one machine and one implementation, so the ratio is a guide to the order of magnitude. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
atoms: 200 (100 metal, 100 oxygen)
lattice parameter: 8.0 bohr; volume: 12800 bohr^3
cutoffs: 40 and 400 Ry
bands: 1200; k-points: 8
N_pw formula: 54683
N_pw counted, min and max over k: 54650, 54723
N_G formula: 1729215; counted: 1729119
projectors per metal, oxygen: 18, 8
pairs per metal, oxygen: 171, 36
projectors in cell: 2600; species pairs: 207
beta, one k: 2.276 GB = 2.120 GiB
beta, all k: 18.20 GB
Q metal: 4.731 GB; Q oxygen: 0.996 GB
Q all species: 5.727 GB = 5.334 GiB
Q real numbers on half sphere: 1.432 GB
Q if stored per atom: 572.7 GB
ratio Q/beta (one k): 2.516
one set of wave functions, one k: 1.051 GB
beta per species, real, no phases: 11.38 MB
radial Q tables metal, oxygen: 34, 13
all radial tables: 57 x 2001 points, 0.912 MB
table step: 0.01 1/bohr
crossover beta = Q: 503.5 atoms
beta/Q counted at 504 atoms: 1.0016
pools: 4; processes per pool: 16
load excess, wave sphere: 0.024 %
load excess, density sphere: 0.001 %
beta per process, one k: 0.1423 GB
Q per process: 0.3579 GB
Q summed over all pools: 22.91 GB
G block: 2000 vectors; workspace: 12.35 MB
budget per process: 0.25 GB
store beta (1 k) and Q: 0.5012 GB, too large
store beta (2 k), stream Q: 0.2979 GB, too large
store beta (1 k), stream Q: 0.1556 GB, fits
beta in blocks of 10 atoms, stream Q: 0.0238 GB, fits
measured beta rebuild / one projection: 2.81 %
measured Q stream, full sphere, one core: 16.5 s
measured full projection, one k, one core: 72.6 s
two Q streams / leanest projector work: 7.6 %
relative error, spline tables: 1.9e-11
relative error, augmentation density: 1.5e-11
relative error, projectors: 4.8e-11
\end{verbatim}
